# The Steady Slope Transition in Villain-Unstable Growth: a numerical check

```python
"""Steady transition between selected slopes in unstable epitaxial growth.

Height equation (relative to the mean rise): dh/dt = -dJ/dx, slope m = dh/dx,
current J = n*m*(1 - m^2/s^2) + K*d2m/dx2, with n > 0 and K > 0.
Result under test: the steady profile joining -s to +s is
m = s*tanh(a*x), a = sqrt(n/(2K)).
n: slope-current coefficient (nm^2/s); K: curvature coefficient (nm^4/s);
s: selected slope; G: functional that decreases during growth (nm^3/s).
"""
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar
from scipy.special import erf

n, K, s = 0.02, 0.64, 0.25
a = np.sqrt(n / (2 * K))


def slope_current(m, n_, s_):
    return n_ * m * (1 - m**2 / s_**2)


# --- Ripple growth rates from the full nonlinear current -----------------
def ripple_rate(k, base_slope):
    points = 64
    x = np.arange(points) * 2 * np.pi / (k * points)
    wavenumbers = k * np.fft.fftfreq(points, 1 / points)

    def derivative(f):
        return np.fft.ifft(1j * wavenumbers * np.fft.fft(f)).real

    amplitude = 1e-4 * s / k
    ripple_slope = derivative(amplitude * np.cos(k * x))
    current = slope_current(base_slope + ripple_slope, n, s)
    current = current + K * derivative(derivative(ripple_slope))
    return 2 * np.mean(-derivative(current) * np.cos(k * x)) / amplitude


for k in (0.05, 0.12, 0.25):
    flat_formula = n * k**2 - K * k**4
    facet_formula = -2 * n * k**2 - K * k**4
    assert abs(ripple_rate(k, 0.0) - flat_formula) < 1e-5 * n * k**2
    for facet in (-s, s):
        assert abs(ripple_rate(k, facet) - facet_formula) < 1e-5 * n * k**2
fastest = minimize_scalar(lambda k: -ripple_rate(k, 0.0),
                          bounds=(0.02, 0.3), method="bounded",
                          options={"xatol": 1e-8})
k_fast, rate_fast = fastest.x, -fastest.fun
assert abs(k_fast / a - 1) < 1e-4
assert abs(rate_fast / (n**2 / (4 * K)) - 1) < 1e-5


# --- Shooting on the second-order steady equation ------------------------
def central_gradient(n_, K_, s_):
    length = np.sqrt(K_ / n_)

    def steady(x, y):
        return [y[1], -slope_current(y[0], n_, s_) / K_]

    def overshoots(x, y):
        return y[0] - s_

    def turns_back(x, y):
        return y[1]

    overshoots.terminal = True
    turns_back.terminal = True
    low, high = 0.1 * s_ / length, 10 * s_ / length
    for _ in range(32):
        trial = 0.5 * (low + high)
        run = solve_ivp(steady, (0, 100 * length), [0.0, trial],
                        method="DOP853", rtol=1e-10, atol=1e-12,
                        events=(overshoots, turns_back))
        assert run.status == 1
        if len(run.t_events[0]):
            high = trial
        else:
            low = trial
    return 0.5 * (low + high)


shot_gradient = central_gradient(n, K, s)
assert abs(shot_gradient / (s * a) - 1) < 1e-6
for n_, K_, s_ in ((0.3, 0.7, 1.0), (2.0, 0.5, 0.6)):
    expected = s_ * np.sqrt(n_ / (2 * K_))
    assert abs(central_gradient(n_, K_, s_) / expected - 1) < 1e-6

# --- Time evolution of the height from a ramp of the wrong shape ---------
cells, dx = 241, 0.5
x_cell = (np.arange(cells) - cells // 2) * dx
x_face = 0.5 * (x_cell[1:] + x_cell[:-1])
ramp_half_width = 20.0


def face_slopes(h):
    return np.concatenate(([-s], np.diff(h) / dx, [s]))


def interior_current(h):
    m = face_slopes(h)
    return slope_current(m[1:-1], n, s) + K * np.diff(m, 2) / dx**2


def height_rate(t, h):
    current = np.concatenate(([0.0], interior_current(h), [0.0]))
    return -np.diff(current) / dx


def functional(h):
    m = face_slopes(h)
    gradient_part = 0.5 * K * np.sum(np.diff(m)**2) / dx
    slope_part = n / (4 * s**2) * np.sum((s**2 - m**2)**2) * dx
    return gradient_part + slope_part


start_slope = s * np.clip(x_face / ramp_half_width, -1, 1)
h_start = np.concatenate(([0.0], np.cumsum(start_slope) * dx))
h_start -= h_start[cells // 2]
end_time = 3e5
times = np.concatenate(([0.0], np.geomspace(10, end_time, 30)))
run = solve_ivp(height_rate, (0, end_time), h_start, method="LSODA",
                t_eval=times, rtol=1e-10, atol=1e-11, lband=2, uband=2)
assert run.success
h_end = run.y[:, -1]
m_end = np.diff(h_end) / dx
residual = np.max(np.abs(interior_current(h_end))) / (n * s)
assert residual < 1e-3
start_error = np.max(np.abs(start_slope - s * np.tanh(a * x_face))) / s
end_error = np.max(np.abs(m_end - s * np.tanh(a * x_face))) / s
# The grid error is of order (a*dx)^2, about 0.004 times a small factor.
assert start_error > 0.1 and end_error < 2e-3

G_history = np.array([functional(h) for h in run.y.T])
G_formula = 4 * K * a * s**2 / 3
assert np.all(np.diff(G_history) < 1e-6 * G_formula)
assert abs(G_history[-1] / G_formula - 1) < 5e-3

# Height of the rounded bottom above the corner of the extended facets.
rounding_evolved = s * x_cell[-1] - (h_end[-1] - h_end[cells // 2])
rounding_formula = s * np.log(2) / a
assert abs(rounding_evolved / rounding_formula - 1) < 5e-3
height_formula = s / a * np.log(np.cosh(a * x_cell))
height_error = np.max(np.abs(h_end - h_end[cells // 2] - height_formula))
assert height_error < 0.01

middle = np.abs(x_face) < 30
edges = np.interp([-0.8 * s, 0.8 * s], m_end[middle], x_face[middle])
width_evolved = edges[1] - edges[0]
width_formula = 2 * np.arctanh(0.8) / a
assert abs(width_evolved / width_formula - 1) < 5e-3


# --- Lower bound on G: best error-function profile -----------------------
def erf_functional(width):
    def density(x):
        m = s * erf(x / width)
        dm = 2 * s / (np.sqrt(np.pi) * width) * np.exp(-(x / width)**2)
        return 0.5 * K * dm**2 + n * (s**2 - m**2)**2 / (4 * s**2)
    return 2 * quad(density, 0, 8 * width, epsabs=1e-13, epsrel=1e-10)[0]


best_erf = minimize_scalar(erf_functional, bounds=(2, 40), method="bounded")
assert best_erf.fun > G_formula * (1 + 1e-4)

# --- Numbers for the worked example --------------------------------------
print(f"slope-current coefficient n = {n:.3f} nm^2/s")
print(f"curvature coefficient K = {K:.3f} nm^4/s")
print(f"selected slope s = {s:.3f} (dimensionless)")
print(f"inverse transition length a = {a:.5f} 1/nm")
print(f"transition length 1/a = {1 / a:.4f} nm")
print(f"central curvature, formula s*a = {s * a:.7f} 1/nm")
print(f"central curvature, shooting = {shot_gradient:.7f} 1/nm")
print(f"fastest ripple wavenumber, numerical = {k_fast:.5f} 1/nm")
print(f"fastest ripple wavelength = {2 * np.pi / k_fast:.3f} nm")
print(f"fastest ripple growth rate = {rate_fast:.4e} 1/s")
print(f"evolution: grid spacing = {dx:.2f} nm, cells = {cells}")
print(f"evolution: initial ramp half-width = {ramp_half_width:.1f} nm")
print(f"evolution: final time = {end_time:.1e} s")
print(f"largest slope deviation / s, start = {start_error:.4f}")
print(f"largest slope deviation / s, end = {end_error:.2e}")
print(f"largest final |J|/(n s) = {residual:.1e}")
print(f"largest final height deviation = {height_error:.2e} nm")
spline = CubicSpline(x_face, m_end)
for x in (0.0, 4.0, 8.0, 16.0, 24.0):
    print(f"x = {x:4.1f} nm: slope formula {s * np.tanh(a * x):.5f}, "
          f"evolved {abs(spline(x)):.5f}")
print(f"valley rounding, formula = {rounding_formula:.4f} nm")
print(f"valley rounding, evolved = {rounding_evolved:.4f} nm")
print(f"width from -0.8s to 0.8s, formula = {width_formula:.3f} nm")
print(f"width from -0.8s to 0.8s, evolved = {width_evolved:.3f} nm")
print(f"G of initial ramp = {G_history[0]:.6f} nm^3/s")
print(f"G of evolved profile = {G_history[-1]:.6f} nm^3/s")
print(f"G formula (4/3) K a s^2 = {G_formula:.6f} nm^3/s")
print(f"G of best error-function profile = {best_erf.fun:.6f} nm^3/s")
print("tests ok")
```

It prints:

```
slope-current coefficient n = 0.020 nm^2/s
curvature coefficient K = 0.640 nm^4/s
selected slope s = 0.250 (dimensionless)
inverse transition length a = 0.12500 1/nm
transition length 1/a = 8.0000 nm
central curvature, formula s*a = 0.0312500 1/nm
central curvature, shooting = 0.0312500 1/nm
fastest ripple wavenumber, numerical = 0.12500 1/nm
fastest ripple wavelength = 50.265 nm
fastest ripple growth rate = 1.5625e-04 1/s
evolution: grid spacing = 0.50 nm, cells = 241
evolution: initial ramp half-width = 20.0 nm
evolution: final time = 3.0e+05 s
largest slope deviation / s, start = 0.3619
largest slope deviation / s, end = 2.20e-04
largest final |J|/(n s) = 5.3e-12
largest final height deviation = 7.35e-04 nm
x =  0.0 nm: slope formula 0.00000, evolved 0.00000
x =  4.0 nm: slope formula 0.11553, evolved 0.11558
x =  8.0 nm: slope formula 0.19040, evolved 0.19043
x = 16.0 nm: slope formula 0.24101, evolved 0.24101
x = 24.0 nm: slope formula 0.24876, evolved 0.24876
valley rounding, formula = 1.3863 nm
valley rounding, evolved = 1.3856 nm
width from -0.8s to 0.8s, formula = 17.578 nm
width from -0.8s to 0.8s, evolved = 17.576 nm
G of initial ramp = 0.008654 nm^3/s
G of evolved profile = 0.006666 nm^3/s
G formula (4/3) K a s^2 = 0.006667 nm^3/s
G of best error-function profile = 0.006685 nm^3/s
tests ok
```
